# Separating Band Bending from Electron Affinity at an Adsorbate-Covered Surface: a program that tests the result

```python
"""
Result under test: adsorption changes the work function by dPhi and the
binding energy of bulk-like core levels by dEB (both in eV). Then
    upward bending change = -dEB,   affinity change = dPhi + dEB.
Binding energies are measured from the Fermi level of the grounded sample.
The test builds surfaces from charges, simulates both readings, and compares
the inferred affinity change with the potential step in the adsorbate layer.
u(z): upward shift of electron energy in eV at depth z; u = 0 in the bulk.
Internal lengths are in m, densities in m^-3 and charges in C/m^2.
Model: uniform ionized donors, Boltzmann electrons, planar surface.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

q, eps0, hbar = const.e, const.epsilon_0, const.hbar
temperature = 300.0
kT = const.k * temperature / q
relative_permittivity = 12.0
eps = relative_permittivity * eps0
donors = 1e22
escape_depth = 2e-9
electron_mass = 0.07 * const.m_e
hole_mass = 0.5 * const.m_e
gap = 1.4
coverage = 1e18
measured_dphi, measured_deb = 0.50, -0.20


def separate(dphi, deb):
    """Return upward bending change and affinity change in eV."""
    return -deb, dphi + deb


def surface_slope(bending, density):
    """Magnitude of du/dz at the surface, from the first integral."""
    energy_term = bending + kT * np.expm1(-bending / kT)
    return np.sqrt(2 * q * density / eps * max(energy_term, 0.0))


def solve_bending(surface_charge, density):
    """Solve Poisson's equation for a negative sheet of given magnitude."""
    curvature = q * density / eps
    debye = np.sqrt(kT / curvature)
    z = np.linspace(0, 20 * debye, 4001)
    h = z[1]
    u = np.zeros(z.size)
    slope = surface_charge / eps
    for _ in range(100):
        depletion = -np.expm1(-u / kT)
        residual = np.empty(z.size - 1)
        residual[0] = 2 * (u[1] - u[0]) + 2 * h * slope
        residual[1:] = u[:-2] - 2 * u[1:-1] + u[2:]
        residual -= h**2 * curvature * depletion[:-1]
        bands = np.zeros((3, z.size - 1))
        bands[0, 1:] = 1
        bands[0, 1] = 2
        bands[1] = -2 - h**2 * curvature * np.exp(-u[:-1] / kT) / kT
        bands[2, :-1] = 1
        step = solve_banded((1, 1), bands, -residual)
        u[:-1] += step
        if np.max(np.abs(step)) < 1e-9:
            return z, u
    raise RuntimeError("Poisson iteration did not converge")


def core_average(z, u):
    """Mean core-level rise weighted by the photoelectron escape."""
    depth = np.linspace(0, 25 * escape_depth, 5001)
    weight = np.exp(-depth / escape_depth)
    values = np.interp(depth, z, u)
    return trapezoid(values * weight, depth) / trapezoid(weight, depth)


def simulate(before, after, moment_density, density):
    """Return simulated readings, true changes, and energy in the layer."""
    charges = [eps * surface_slope(v, density) for v in (before, after)]
    solutions = [solve_bending(c, density) for c in charges]
    for (z, u), target in zip(solutions, (before, after)):
        assert abs(u[0] - target) < 1e-4
    solid_charge, solid_moment, core_rise = [], [], []
    for z, u in solutions:
        rho = -q * density * np.expm1(-u / kT)
        solid_charge.append(trapezoid(rho, z))
        solid_moment.append(trapezoid(z * rho, z) / eps)
        core_rise.append(core_average(z, u))
    # The outer charge is spread over 0.4 nm; its counter charge is at x = 0.
    x = np.linspace(0, 0.4e-9, 2001)
    shape = np.sin(np.pi * x / x[-1])**2
    shape /= trapezoid(shape, x)
    outer_total = moment_density / trapezoid(x * shape, x)
    outer_rho = -outer_total * shape
    counter_charge = outer_total - (charges[1] - charges[0])
    displacement = (solid_charge[1] - charges[0] + counter_charge
                    + cumulative_trapezoid(outer_rho, x, initial=0))
    layer_energy = cumulative_trapezoid(displacement / eps0, x, initial=0)
    dphi = (solid_moment[1] - solid_moment[0]
            - trapezoid(x * outer_rho, x) / eps0)
    deb = -(core_rise[1] - core_rise[0])
    true_bending = solutions[1][1][0] - solutions[0][1][0]
    return dphi, deb, true_bending, layer_energy[-1], x, layer_energy


# Simulated experiments, including reversed dipoles and reduced bending.
cases = [(0.0, 0.20, 0.30, donors), (0.30, 0.50, 0.30, donors),
         (0.50, 0.30, 0.25, donors), (0.10, 0.40, -0.15, donors),
         (0.0, 0.20, 0.30, 10 * donors)]
largest_error = 0.0
for before, after, step, density in cases:
    dphi, deb, true_v, true_chi, _, _ = simulate(
        before, after, eps0 * step, density)
    inferred_v, inferred_chi = separate(dphi, deb)
    assert abs(true_chi - step) < 2e-4
    allowed = 0.006 if density == donors else 0.016
    assert abs(inferred_v - true_v) < allowed
    assert abs(inferred_chi - true_chi) < allowed
    predicted = escape_depth * (surface_slope(after, density)
                                - surface_slope(before, density))
    # The next term in the depth expansion is escape_depth^2 times curvature.
    next_term = escape_depth**2 * q * density / eps
    assert abs((true_v - inferred_v) - predicted) < 1.05 * next_term + 2e-5
    if density == donors:
        largest_error = max(largest_error, abs(inferred_chi - true_chi))

bending, affinity = separate(measured_dphi, measured_deb)
wrong_sign_affinity = measured_dphi - measured_deb
dipole = eps0 * affinity / coverage
debye_unit = 1e-21 / const.c


def corrected_bending(density):
    """Surface bending whose depth average equals the measured core shift."""
    def mismatch(v):
        z, u = solve_bending(eps * surface_slope(v, density), density)
        return core_average(z, u) + measured_deb
    return brentq(mismatch, 0.19, 0.30, xtol=1e-7)


true_low = corrected_bending(donors)
true_high = corrected_bending(10 * donors)
assert bending < true_low < true_high
slope_low = surface_slope(true_low, donors)
slope_high = surface_slope(true_high, 10 * donors)
surface_charge = eps * slope_low / q
width = np.sqrt(2 * eps * true_low / (q * donors))

# A core atom within the adsorbate layer is not a bulk-like reference.
dphi, _, layer_v, layer_chi, x, energy = simulate(
    0.0, bending, eps0 * affinity, donors)
atom_height = 0.1e-9
atom_rise = layer_v + np.interp(atom_height, x, energy)
false_v, false_chi = separate(dphi, -atom_rise)
assert false_v - layer_v > 0.05 and layer_chi - false_chi > 0.05

# Carrier degeneracy: compare Boltzmann and Fermi-Dirac bulk Fermi levels.
def band_density(mass):
    return 2 * (mass * const.k * temperature
                / (2 * np.pi * hbar**2))**1.5


nc, nv = band_density(electron_mass), band_density(hole_mass)


def fermi_density(eta):
    # With energy = kT*y^2 the integrand is smooth at the band edge.
    value = quad(lambda y: 2 * y**2 * expit(eta - y**2), 0, 12)[0]
    return nc * 2 / np.sqrt(np.pi) * value


eta_boltzmann = np.log(donors / nc)
eta_fermi = brentq(lambda t: fermi_density(t) - donors, -15, 5)
degeneracy_shift = kT * (eta_fermi - eta_boltzmann)
assert 0 < degeneracy_shift < 0.001
bulk_gap_to_fermi = -kT * eta_fermi
surface_holes = nc * nv / donors * np.exp((true_low - gap) / kT)
assert surface_holes < 1e-6 * donors

# Tunnelling exponent for an electron at the bulk conduction-band edge.
z, u = solve_bending(eps * slope_low, donors)
kappa = np.sqrt(2 * electron_mass * q * np.maximum(u, 0)) / hbar
tunnel_exponent = 2 * trapezoid(kappa, z)
assert tunnel_exponent > 20


def photovoltage(temp, bend, photocurrent):
    """Balance hole photocurrent by thermal electron flow to the surface."""
    thermal = const.k * temp
    mean_speed = np.sqrt(8 * thermal / (np.pi * electron_mass))
    surface_electrons = donors * np.exp(-bend * q / thermal)
    dark_current = q * surface_electrons * mean_speed / 4
    return thermal / q * np.log1p(photocurrent / dark_current)


# Check the one-way thermal flux by integrating the velocity distribution.
speed_scale = np.sqrt(const.k * temperature / electron_mass)
flux = speed_scale * quad(
    lambda v: v * np.exp(-v**2 / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
mean_speed = np.sqrt(8 * const.k * temperature / (np.pi * electron_mass))
assert abs(flux / (mean_speed / 4) - 1) < 1e-8
photocurrent = 1e-2
pv_room = photovoltage(300.0, true_low, photocurrent)
pv_cold = photovoltage(100.0, true_low, photocurrent)
assert pv_room < 0.001 and pv_cold > pv_room

print(f"Measured work-function change: {measured_dphi:+.2f} eV")
print(f"Measured core binding-energy change: {measured_deb:+.2f} eV")
print(f"Inferred upward band bending: {bending:.2f} eV")
print(f"Inferred affinity change: {affinity:+.2f} eV")
print(f"Affinity change if core sign is misread: {wrong_sign_affinity:.2f} eV")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.4f} eV")
print(f"Donor density: {donors/1e6:.1e} cm^-3")
print(f"Relative permittivity: {relative_permittivity:.0f}")
print(f"Electron mass / free mass: {electron_mass/const.m_e:.2f}")
print(f"Hole mass / free mass: {hole_mass/const.m_e:.2f}")
print(f"Band gap: {gap:.1f} eV")
print(f"Photoelectron escape depth: {escape_depth*1e9:.1f} nm")
print(f"Adsorbate coverage: {coverage/1e4:.1e} cm^-2")
print(f"Effective normal dipole per adsorbate: {dipole/debye_unit:.2f} D")
print(f"Net electrons on surface: {surface_charge/1e4:.2e} cm^-2")
print(f"Depletion width estimate: {width*1e9:.0f} nm")
print(f"Surface field: {slope_low/1e8:.4f} MV/cm")
print(f"First-order depth correction: {escape_depth*slope_low*1e3:.1f} meV")
print(f"Depth-corrected bending: {true_low:.4f} eV")
print(f"Depth-corrected affinity change: {measured_dphi-true_low:.4f} eV")
print(f"Tenfold donor density: {10*donors/1e6:.1e} cm^-3")
print(f"Tenfold doping, surface field: {slope_high/1e8:.4f} MV/cm")
print(f"Tenfold doping, corrected bending: {true_high:.4f} eV")
print(f"Tenfold doping, affinity change: {measured_dphi-true_high:.4f} eV")
print(f"Largest rule error in base-doping tests: {largest_error*1e3:.1f} meV")
print(f"Height of core atom in dipole layer: {atom_height*1e9:.1f} nm")
print(f"False bending from that atom: {false_v:.2f} eV")
print(f"False affinity change from that atom: {false_chi:.2f} eV")
print(f"Bulk conduction edge above Fermi level: {bulk_gap_to_fermi:.3f} eV")
print(f"Degeneracy shift of Fermi level: {degeneracy_shift*1e3:.2f} meV")
print(f"Equilibrium surface hole density: {surface_holes/1e6:.1e} cm^-3")
print(f"Barrier tunnelling exponent: {tunnel_exponent:.0f} (dimensionless)")
print(f"Assumed hole photocurrent: {photocurrent*100:.1f} uA/cm2")
print(f"Photovoltage at 300 K: {pv_room*1e3:.1e} mV")
print(f"Photovoltage at 100 K, same dark bending: {pv_cold*1e3:.1f} mV")
print("all assertions hold")
```

It prints:

```
Measured work-function change: +0.50 eV
Measured core binding-energy change: -0.20 eV
Inferred upward band bending: 0.20 eV
Inferred affinity change: +0.30 eV
Affinity change if core sign is misread: 0.70 eV
Temperature: 300 K; kT: 0.0259 eV
Donor density: 1.0e+16 cm^-3
Relative permittivity: 12
Electron mass / free mass: 0.07
Hole mass / free mass: 0.50
Band gap: 1.4 eV
Photoelectron escape depth: 2.0 nm
Adsorbate coverage: 1.0e+14 cm^-2
Effective normal dipole per adsorbate: 0.80 D
Net electrons on surface: 1.54e+11 cm^-2
Depletion width estimate: 165 nm
Surface field: 0.0232 MV/cm
First-order depth correction: 4.6 meV
Depth-corrected bending: 0.2046 eV
Depth-corrected affinity change: 0.2954 eV
Tenfold donor density: 1.0e+17 cm^-3
Tenfold doping, surface field: 0.0754 MV/cm
Tenfold doping, corrected bending: 0.2145 eV
Tenfold doping, affinity change: 0.2855 eV
Largest rule error in base-doping tests: 4.5 meV
Height of core atom in dipole layer: 0.1 nm
False bending from that atom: 0.35 eV
False affinity change from that atom: 0.15 eV
Bulk conduction edge above Fermi level: 0.099 eV
Degeneracy shift of Fermi level: 0.20 meV
Equilibrium surface hole density: 3.4e+00 cm^-3
Barrier tunnelling exponent: 143 (dimensionless)
Assumed hole photocurrent: 1.0 uA/cm2
Photovoltage at 300 K: 4.3e-06 mV
Photovoltage at 100 K, same dark bending: 10.0 mV
all assertions hold
```
